# The Gated-Diode Recombination Peak for a Uniform Density of Interface States

**Q.** You forward-bias the source and drain of a transistor against its body, sweep the gate, and see a peak in the body current. You then read off a density of interface states. Before I believe that, what does a single state do?

**A.** It captures and emits electrons and holes. The algebra is in atomic units, where $q=1$, but I keep $q$ and $k$ visible. Let $n$ and $p$ be the carrier densities at the surface, $c$ the capture coefficient, equal for both carriers, and $f$ the probability that the state is filled. I assume non-degenerate carriers and independent states that each hold zero or one electron. Let $E_i$ be the Fermi level at which $n=p=n_i$, and let $x=(E-E_i)/kT$ for a state at energy $E$, with any degeneracy factor absorbed in $E$.

Electrons are captured at the rate $cn(1-f)$ and emitted at $e_nf$. Holes are captured at $cpf$ and emitted at $e_p(1-f)$. In equilibrium the two electron processes cancel separately. There $n=n_ie^{(E_F-E_i)/kT}$ and $(1-f)/f=e^{(E-E_F)/kT}$, so
$$e_n=cn\,\frac{1-f}{f}=cn_ie^{x}.$$
The same argument for holes gives $e_p=cn_ie^{-x}$. I assume that these emission rates remain valid under bias.

**Q.** Under bias the occupation is no longer a Fermi function. How do you find it?

**A.** From the steady state, in which net electron capture equals net hole capture:
$$n(1-f)-n_ie^xf=pf-n_ie^{-x}(1-f).$$
Collecting the terms in $f$ gives
$$f=\frac{n+n_ie^{-x}}{S},\qquad 1-f=\frac{p+n_ie^{x}}{S},$$
with $S=n+p+2n_i\cosh x$. The net recombination rate of the state is therefore
$$R=\frac{c}{S}\left[n(p+n_ie^x)-n_ie^x(n+n_ie^{-x})\right]=\frac{c(np-n_i^2)}{n+p+2n_i\cosh x}.$$
The terms $nn_ie^x$ have cancelled. In equilibrium $np=n_i^2$, and $R$ vanishes as it must.

**Q.** The gate changes both $n$ and $p$. Why should that give a peak rather than a step?

**A.** Because the gate changes their ratio at a fixed product. Let the electron and hole quasi-Fermi levels at the surface be separated by $qV$. This equals the terminal voltage if neither level drops on its way to the surface, an assumption we should test later. Then
$$np=n_i^2e^{qV/kT}=n_i^2a^2,\qquad a=e^{qV/2kT}.$$
We may write $n=n_iae^u$ and $p=n_iae^{-u}$, where $u$ is the surface potential in units of $kT/q$, measured from the point at which $n=p$. Then
$$n+p=2n_ia\cosh u.$$
For $V>0$ the numerator of $R$ is positive and fixed, while the denominator is smallest at $u=0$. This holds for every state, whatever its energy, so the sum over states also peaks at $u=0$. On either side one carrier is plentiful, but the other is scarce and limits recombination.

**Q.** Now sum over energy. The deep states and those near the band edges behave differently, so I want to see the integral.

**A.** Let $D$ be the number of states per unit area and energy, constant across the gap. An energy interval is $dE=kT\,dx$. With $b=a\cosh u$, the recombination rate per area is
$$U(u)=cDkT\,n_i^2(a^2-1)\int\frac{dx}{2n_i(b+\cosh x)}
=cDn_ikT\,\frac{a^2-1}{2}\,I(b).$$
Take $E_i$ at midgap, so that $x$ runs from $-X$ to $X$ with $X=E_g/2kT$. Substitute $t=\tanh(x/2)$, for which
$$\cosh x=\frac{1+t^2}{1-t^2},\qquad dx=\frac{2\,dt}{1-t^2}.$$
The factors $1-t^2$ cancel. With $T=\tanh(X/2)$ and $s=\sqrt{(b-1)/(b+1)}$, for $b>1$,
$$I=\int_{-T}^{T}\frac{2\,dt}{(b+1)-(b-1)t^2}
=\frac{2}{b+1}\int_{-T}^{T}\frac{dt}{1-s^2t^2}
=\frac{4\,\mathrm{artanh}(sT)}{\sqrt{b^2-1}}.$$
The last step uses $(b+1)s=\sqrt{b^2-1}$.

If the gap is wide, $T\to1$. Then $\mathrm{artanh}\,s=\tfrac12\ln[(1+s)/(1-s)]$, and
$$\frac{1+s}{1-s}=\frac{\sqrt{b+1}+\sqrt{b-1}}{\sqrt{b+1}-\sqrt{b-1}}
=\frac{(\sqrt{b+1}+\sqrt{b-1})^2}{2}=b+\sqrt{b^2-1}.$$
The logarithm of the last expression is $\mathrm{arccosh}\,b$. Hence
$$I(b)=\frac{2\,\mathrm{arccosh}\,b}{\sqrt{b^2-1}},\qquad
U(u)=cDn_ikT\,(a^2-1)\,\frac{\mathrm{arccosh}\,b}{\sqrt{b^2-1}}.$$
At the peak $u=0$ and $b=a$, so one factor $\sqrt{a^2-1}$ cancels:
$$\boxed{U_{\rm peak}=cDn_ikT\,F(a),\quad F(a)=\sqrt{a^2-1}\;\mathrm{arccosh}\,a}$$

**Q.** You replaced a finite gap by an infinite one. What did that cost?

**A.** If $e^X\gg a$, the integrand beyond the band edges is nearly $2e^{-|x|}$, and the two missing tails add up to $4e^{-X}$. Relative to $I(a)$, the error is
$$\frac{2e^{-X}\sqrt{a^2-1}}{\mathrm{arccosh}\,a}.$$
For a gap of 1.12 eV at 300 K and $V=0.30$ V it is $4\times10^{-8}$. The approximation fails when $qV$ approaches $E_g$, where non-degenerate statistics are also in doubt.

As a check on the whole chain, the occupations were found from the rate balance, the rates integrated over the finite gap, and the maximum over surface potential located numerically. At 0.01, 0.1, 0.3 and 0.5 V the largest relative deviation from the boxed formula was $1.2\times10^{-6}$. That is the size the tail estimate gives at 0.5 V.

**Q.** I can follow the integral, but what do the two factors in $F$ mean?

**A.** Write the result as a number of states times a rate per state:
$$U_{\rm peak}=\left(D\,2kT\,\mathrm{arccosh}\,a\right)\left(\tfrac12cn_i\sqrt{a^2-1}\right).$$
At the peak $R=cn_i(a^2-1)/[2(a+\cosh x)]$. For $a\gg1$ this is nearly flat around midgap and falls to about half its midgap value where $\cosh x=a$. States closer to a band edge tend to re-emit a carrier before the opposite one arrives. The active window is thus about $2kT\,\mathrm{arccosh}\,a$ wide.

Its edges are not sharp. Setting $X=\mathrm{arccosh}\,a$ in the finite integral gives $T=s$, and since $(1+s^2)/(1-s^2)=a$, the share of recombination inside the window is
$$\frac{\mathrm{artanh}(s^2)}{\mathrm{artanh}(s)}=\frac{\ln a}{\mathrm{arccosh}\,a}.$$
At 0.30 V and 300 K this is 0.893, so about 11% comes from outside.

**Q.** Recombination through traps is supposed to grow as $\exp(qV/2kT)$. Does your extra factor matter?

**A.** It does. For $a\gg1$, $\sqrt{a^2-1}\to a$ and $\mathrm{arccosh}\,a\to\ln2a$, so
$$F\simeq e^{qV/2kT}\left(\frac{qV}{2kT}+\ln2\right).$$
Define a local ideality factor $m$ by $1/m=d\ln F/d(qV/kT)$. Differentiating the logarithm gives
$$\frac1m=\frac12\left[1+\frac{1}{qV/2kT+\ln2}\right].$$
At 0.30 V and 300 K this gives $m=1.733$, and differentiating the numerically integrated rate gives the same value. A single level at midgap has $R=cn_i(a^2-1)/[2(a+1)]=cn_i(a-1)/2$, and its $m$ is 1.994. The difference comes from the window, which widens as the bias rises. An ideality factor below 2 is therefore no sign, by itself, of another current path.

**Q.** And at small bias? A square root near $a=1$ looks suspicious.

**A.** There are two square roots, and they combine. For $qV\ll kT$, $a^2-1\simeq qV/kT$ and $a-1\simeq qV/2kT$. Since $\mathrm{arccosh}\,a\simeq\sqrt{2(a-1)}$, it too approaches $\sqrt{qV/kT}$. The product is
$$F\simeq\frac{qV}{kT},\qquad U_{\rm peak}\simeq cDn_i\,qV.$$
The response is linear, as expected close to equilibrium.

**Q.** Then it should continue smoothly to reverse bias, where your $\mathrm{arccosh}$ is no longer real.

**A.** It does, if we return to the integral. For $V<0$ we have $a<1$, and $np-n_i^2$ is negative: the states generate pairs. The denominator is still smallest at $u=0$, so generation is strongest there. With $\sigma=\sqrt{(1-a)/(1+a)}$ and an infinite energy range,
$$I(a)=\int_{-1}^{1}\frac{2\,dt}{(1+a)+(1-a)t^2}=\frac{4\arctan\sigma}{\sqrt{1-a^2}}=\frac{2\arccos a}{\sqrt{1-a^2}}.$$
The last step is the half-angle identity $\tan^2(\theta/2)=(1-\cos\theta)/(1+\cos\theta)$ with $a=\cos\theta$. Multiplying by $(a^2-1)/2$ gives
$$F=-\sqrt{1-a^2}\,\arccos a.$$
For strong reverse bias $F\to-\pi/2$. The numerical maximum at $-1$ V is $-1.5708$ in these units. Generation saturates because emission, which no longer depends on the bias, sets the pace.

**Q.** Equal capture coefficients were convenient. I doubt that nature provides them.

**A.** As long as the splitting is uniform, the peak height does not need them. Let $c_n=cr$ and $c_p=c/r$, so that $c=\sqrt{c_nc_p}$ and $r=\sqrt{c_n/c_p}$. Detailed balance now gives $e_n=c_nn_ie^x$ and $e_p=c_pn_ie^{-x}$, and the same steady-state algebra yields
$$R=\frac{c(np-n_i^2)}{rn+p/r+n_i(re^x+e^{-x}/r)}.$$
Put $r=e^\rho$. The denominator becomes
$$2n_ia\cosh(u+\rho)+2n_i\cosh(x+\rho).$$
Shifting $x$ by $\rho$ changes nothing in an infinite integral over a uniform density. The peak moves to $u=-\rho$, and its height is the boxed result with the geometric mean for $c$. For $c_n/c_p=100$ the numerical peak moves by $-59.5$ mV in surface potential, while its height agrees with $F$ to six digits. The better electron capture is offset by having fewer electrons. In a finite gap this requires the shifted window to stay well clear of the band edges.

**Q.** Give me a current that I could measure.

**A.** Take a silicon n-channel transistor at 300 K with $V=0.30$ V, a gate 1 µm long and 10 µm wide, and these rough values: $D=10^{11}$ cm$^{-2}$ eV$^{-1}$, $n_i=10^{10}$ cm$^{-3}$, a capture cross-section of $10^{-15}$ cm² and a thermal velocity of $10^7$ cm/s. The last two give $c=10^{-8}$ cm³/s. With $kT=0.02585$ eV, $a=331$ and $\mathrm{arccosh}\,a=6.495$, so
$$F\simeq331\times6.495\simeq2150.$$
The rate is
$$U_{\rm peak}=10^{-8}\times10^{11}\times10^{10}\times0.02585\times2150
\simeq5.56\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}.$$
Multiplying by the electron charge gives $8.9\times10^{-5}$ A/cm², and by the area of $10^{-7}$ cm² gives 8.9 pA. The active window is 0.336 eV wide. The full width of the peak at half height is 75 mV in surface potential. It is larger in gate voltage, because part of the gate voltage falls across the oxide.

**Q.** You promised to test the assumption that the full voltage reaches the surface everywhere. The electrons have to come from the source and drain.

**A.** They do, and at the peak there are few of them to carry the current: $n=3.3\times10^{12}$ cm$^{-3}$. For a body doping of $10^{17}$ cm$^{-3}$, the depletion approximation gives a surface field $\mathcal E=0.091$ MV/cm. In a constant field the electrons occupy a layer of thickness $d=kT/q\mathcal E=2.85$ nm. The real field is about 5% lower at the surface and weakens with depth. Together these make the layer about 12% thicker and the loss estimated below slightly too large.

With uniform surface potential along the gate, electrons move sideways by diffusion. Take a rough mobility of 400 cm²/Vs, so that the diffusivity $D_e=\mu kT/q$ is about 10.3 cm²/s. Steady state requires
$$D_e\,d\,\frac{d^2n}{dy^2}=U(n,p),$$
with $n=n_0$ at both ends and $p$ fixed. For a small relative deficit $\delta=1-n/n_0$, replace $U$ on the right by $U_{\rm peak}$. Integrating twice with $\delta=0$ at $y=0$ and $y=L$ gives
$$\delta=\frac{\phi^2}{2}\,\frac yL\left(1-\frac yL\right),\qquad \phi^2=\frac{L^2U_{\rm peak}}{D_e\,d\,n_0}.$$
The mean deficit is $\phi^2/12$. Here $\phi^2\simeq0.57$, so the mean is nearly 5%.

The current falls by less. A deficit $\delta$ lowers $np$ by the fraction $\delta$ but $b$ by $\delta/2$, and for large $b$ the function $\mathrm{arccosh}\,b/\sqrt{b^2-1}$ varies as $\ln(2b)/b$. The relative loss of rate is therefore
$$\delta\left[1-\frac12\left(1-\frac1{\ln2a}\right)\right]\simeq0.58\,\delta.$$
This gives a current loss of about 2.7%. The numerical solution of the full nonlinear equation also gives 2.7%, with 1.9 mV of splitting lost at mid-gate. These figures are for equal capture coefficients. For $c_n/c_p=100$ the peak lies where electrons are scarcer. The loss is then about 21% at the gate bias of the uniform peak, and about 17% at the maximum of a gate sweep.

**Q.** So a longer gate would give more current and an easier measurement.

**A.** More current, but no longer in proportion to area. The small loss grows as $L^2$. At 10 µm, with the other parameters and the gate bias held fixed, the linear estimate is useless. The nonlinear solution gives 0.29 of the current expected from a uniform splitting, and 106 mV of the 300 mV is lost at mid-gate. A gate sweep does better, because its maximum moves by about 30 mV in surface potential towards more electrons. The peak you would measure is about 0.44 of the uniform value. Lowering the bias helps slowly: for $a\gg1$, $U_{\rm peak}/n_0$ varies as $\ln2a$, so at fixed $d$ the exponential cancels from $\phi^2$. This estimate leaves out electrons that travel through the body below the surface layer.

**Q.** What else in a real silicon device would move your number?

**A.** The chosen $D$ is of the order found after electrical stress; a good fresh interface is roughly ten times lower. Real devices break the assumption of a uniform surface, since oxide charges and doping vary from place to place. If each patch follows the local formula and $u$ has a Gaussian spread of 1, about 26 mV, the peak falls to 0.77 of its uniform value. A spread of 2 gives 0.54. Reading $D$ from the uniform formula would then underestimate it by the same factors.

The source and drain junctions also raise the surface potential near the gate ends. As a rough estimate for a 5 nm oxide, let this disturbance start at 0.41 V and decay exponentially over 30 nm. The peak of the 1 µm gate then falls by 14 to 15%, more than the loss from lateral supply.

The surface field also confines the electrons. In a constant field against a hard wall, with silicon's anisotropic masses for a (100) surface, the electron sheet density at a given Fermi level is 0.51 of its classical value. Suppose the traps see an electron density reduced by this ratio, with holes left classical. The equilibrium product $n_i^2$ is reduced as well, so $n_i$ is replaced by $\sqrt{0.51}\,n_i$ while $a$ is unchanged, and the peak falls to about 0.72. The true correction may be much larger, because the traps respond to the density close to the interface and not to the whole sheet. In the same hard-wall model the density in the first nanometre is only about 0.06 of its classical value, which would lower the peak to about 0.24 if the holes stayed classical. The wall depletes holes too: with a rough hole mass of 0.49 electron masses, the factor falls to about 0.09. A hard wall exaggerates this depletion, so the size of the correction remains open here.

**Q.** And if the density of states is not uniform after all?

**A.** Then the bias dependence changes too, because the window samples a different part of the spectrum at each bias. Take a density that equals $D$ at midgap, rises quadratically and doubles 0.3 eV away. The peak exceeds the uniform result by 13% at 0.30 V and by 8% at 0.20 V. For the Gaussian spread of 1, by contrast, the factor hardly moves: 0.77 and 0.78 at the same two biases. An error in $D$ may thus leave the apparent scaling almost intact, and a good fit to $F(a)$ does not prove that the surface is uniform.

**Q.** You have not mentioned the body, the oxide or a hot chip.

**A.** For a rough body lifetime of 1 µs, recombination in the depletion layer under the gate is between 0.1% and 0.2% of the peak at the gate bias of the peak, and approaches 0.3% once the surface is driven further towards electrons. In the neutral body it is about 0.06% if the electrons diffuse straight down. Their diffusion length, about 32 µm, is much longer than the gate, so sideways spreading raises this considerably. For a flat surface held at the full splitting above an unbounded body, the gate's share grows about 6-fold (to 0.4%) beside source and drain regions 5 µm long, about 11-fold (0.7%) beside regions 1 µm long, and about 30-fold (2%) for the gate area alone. The source and drain junctions add a background that I have not calculated. The oxide field is 0.27 MV/cm, far below a breakdown field of roughly 10 MV/cm. For a 5 nm oxide with a 3.1 eV barrier, a tunnelling mass of half the electron mass and a generous supply of $10^{20}$ carriers per cm³ at $10^7$ cm/s, direct tunnelling is about $4\times10^{-16}$ of the peak current. Leakage through oxide defects is not covered by that estimate.

Temperature matters far more. At 400 K, holding $V$, $D$, $c$ and the gap fixed, $n_i$ rises to about $3.5\times10^{12}$ cm$^{-3}$. The peak current becomes about 750 pA, 84 times its value at 300 K. The factor is smaller than the 346-fold rise in $n_i$ because $a$ falls at fixed voltage. Recombination in the neutral body grows faster than the peak. With the same lifetime and mobility, the straight-down estimate rises to about 6% of the peak, and sideways spreading multiplies this by roughly 7 to 36 in the same geometries, to between about 40% and twice the peak. On a hot chip with this lifetime the body current is no longer a small correction.

**Q.** Then what may I conclude from one measured peak?

**A.** You obtain the product $cD$, with $D$ averaged over energy, provided that $n_i$, the temperature and the gate area are known, the splitting and the surface potential are uniform, and the effect of confinement is either known or absorbed in $c$. To extract $D$ you need $c$ from elsewhere, and an error in $c$ passes in full into $D$. The average gives most weight to the active window, whose edges are soft and whose centre moves away from midgap if the capture coefficients differ. Repeating the measurement at several biases tests the scaling with $F(a)$, and comparing gate lengths tests the lateral supply, provided that the gates are long enough for their ends not to matter. The corrections given above were each estimated separately. They should not simply be multiplied together, since confinement, fluctuations and lateral flow all alter the same electron density.

## Computed values

```
INPUTS (rough typical values)
temperature = 300 K, kT = 0.02585 eV, gap = 1.12 eV
forward bias = 0.30 V, ni = 1.0e+10 cm^-3
trap density D = 1.0e+11 cm^-2 eV^-1
cross-section = 1.0e-15 cm^2, velocity = 1.0e+07 cm/s
capture coefficient c = 1.0e-08 cm^3/s
gate length = 1.0 um, width = 10.0 um
doping = 1.0e+17 cm^-3, mobility = 400 cm^2/Vs
bulk lifetime = 1.0e-06 s, oxide = 5 nm
PEAK LAW
largest relative error, 0.01 to 0.5 V = 1.2e-06
a = 331.05, arccosh(a) = 6.4954, F(a) = 2150.3
large-bias form a ln(2a) = 2150.3
n = p at peak = 3.310e+12 cm^-3
active window 2kT arccosh(a) = 0.3358 eV
share of recombination inside window = 0.893
U_peak = 5.559e+14 cm^-2 s^-1, J_peak = 8.906e-05 A/cm^2
peak current = 8.906 pA
ideality: direct = 1.7332, formula = 1.7332
ideality of a single midgap level = 1.9940
peak full width in surface potential = 75.0 mV
reduced generation at -1 V = -1.57080
cn/cp = 100: peak / F(a) = 1.000000
cn/cp = 100: peak shift = -59.5 mV
NEGLECTED EFFECTS
surface band bending at peak = 0.267 eV
silicon field = 0.0908 MV/cm
electron layer thickness kT/(q field) = 2.85 nm
fluctuation std 1 kT/q: peak factor = 0.769
same at 0.20 V bias: peak factor = 0.780
fluctuation std 2 kT/q: peak factor = 0.541
confinement: sheet density ratio = 0.512
confinement: peak factor (root) = 0.715
ratio shift, 40 to 1500 levels = 7.3e-09
lateral supply, 1 um gate: current factor = 0.9729
  mid-gate splitting loss = 1.85 mV
lateral supply, 10 um gate: current factor = 0.2884
  mid-gate splitting loss = 106.0 mV
factor shift, 80 to 160 cells = 6.7e-05
D doubling at 0.3 eV: excess = 12.9 %
same at 0.20 V bias: excess = 7.6 %
depletion-layer recombination / U_peak = 1.3e-03
neutral-bulk recombination / U_peak = 6.3e-04
finite-gap relative loss = 4.0e-08
degeneracy measure n/Nc (Nc = 2.8e19) = 1.2e-07
oxide field = 0.272 MV/cm
tunnelling estimate / J_peak = 3.6e-16
at 400 K: ni = 3.46e+12 cm^-3
at 400 K: peak current = 748 pA
```
